# Hashin-Shtrikman Bounds and the Maxwell-Garnett Void Model for Porous Dielectrics

## What porosity alone does not tell

Pores are put into the insulator between metal lines to lower its permittivity and so the line capacitance. Suppose that the solid skeleton has relative permittivity 4, the pores are empty, and half the volume is pore. The permittivity of the film is still not determined. If the material is layered, it is 2.5 for a field along the layers and 1.6 for a field across them. A mixing formula returns one number for the same data, but does not say whether a real film lies above or below it. A capacitance computed from it then has an error of unknown sign, and so has a porosity inferred from a measured permittivity.

For an isotropic film both questions have an answer. The permittivity lies between two bounds, and the Maxwell-Garnett formula for voids in a solid host is the upper one.

## Setting and definition

The skeleton has permittivity $\varepsilon_s$, the pores have $\varepsilon_p$ (equal to $\varepsilon_0$ if empty), and $\varepsilon_s>\varepsilon_p>0$. The porosity is $\phi$, with $0<\phi<1$, and $\Delta=\varepsilon_s-\varepsilon_p$. Both phases are local, linear, lossless and isotropic, and the fields are quasi-static. The pores are large enough to be described by a permittivity and small compared with the sample.

Take a periodic cell, as large as needed to represent the material, and let $\langle\cdot\rangle$ be the average over it. The field is $\mathbf E=\bar{\mathbf E}+\mathbf e$, where $\bar{\mathbf E}$ is the applied mean field and $\mathbf e$ is minus the gradient of a periodic potential. Thus $\mathbf e$ is curl-free with zero mean. With $\mathbf D=\varepsilon\mathbf E$ and $\nabla\cdot\mathbf D=0$, the effective permittivity tensor is defined by $\langle\mathbf D\rangle=\boldsymbol\varepsilon^*\bar{\mathbf E}$.

For any periodic gradient $\mathbf g$, integration by parts gives $\langle\mathbf g\cdot\mathbf D\rangle=0$, because $\mathbf D$ has no divergence. Two results follow. First, $\mathbf g=\mathbf e$ gives $\langle\varepsilon|\mathbf E|^2\rangle=\bar{\mathbf E}\cdot\boldsymbol\varepsilon^*\bar{\mathbf E}$. Second, changing the true field by $\mathbf g$ changes the energy to
$$\langle\varepsilon|\mathbf E+\mathbf g|^2\rangle=\langle\varepsilon|\mathbf E|^2\rangle+2\langle\mathbf g\cdot\mathbf D\rangle+\langle\varepsilon|\mathbf g|^2\rangle\ \ge\ \langle\varepsilon|\mathbf E|^2\rangle .$$
Hence
$$\bar{\mathbf E}\cdot\boldsymbol\varepsilon^*\bar{\mathbf E}=\min_{\mathbf e}\langle\varepsilon|\bar{\mathbf E}+\mathbf e|^2\rangle. \tag{1}$$

## A uniform comparison medium

Choose a constant $\varepsilon_c$, write $\delta=\varepsilon-\varepsilon_c$, and let $\mathbf P$ be any vector field that vanishes where $\delta=0$; there the terms with $1/\delta$ are set to zero. Completing the square gives, at each point,
$$\varepsilon|\mathbf E|^2=\varepsilon_c|\mathbf E|^2+2\mathbf P\cdot\mathbf E-\frac{|\mathbf P|^2}{\delta}+\delta\left|\mathbf E-\frac{\mathbf P}{\delta}\right|^2. \tag{2}$$
The last term has the sign of $\delta$. Call the average of the other three terms $G[\mathbf P,\mathbf e]$.

- If $\varepsilon_c=\varepsilon_p$, then $\delta\ge0$. For the true field, $\bar{\mathbf E}\cdot\boldsymbol\varepsilon^*\bar{\mathbf E}\ge G[\mathbf P,\mathbf e]\ge\min_{\mathbf e'}G[\mathbf P,\mathbf e']$.
- If $\varepsilon_c=\varepsilon_s$, then $\delta\le0$. For every $\mathbf e$, (1) and (2) give $\bar{\mathbf E}\cdot\boldsymbol\varepsilon^*\bar{\mathbf E}\le\langle\varepsilon|\bar{\mathbf E}+\mathbf e|^2\rangle\le G[\mathbf P,\mathbf e]$. The minimizing $\mathbf e$ gives the sharpest such bound.

Both cases need the same minimum. Since $\langle\mathbf e\rangle=0$, the part of $G$ that contains $\mathbf e$ is $\varepsilon_c\langle|\mathbf e|^2\rangle+2\langle\mathbf P\cdot\mathbf e\rangle$. In a Fourier series a curl-free field has $\mathbf e_{\mathbf k}=a_{\mathbf k}\hat{\mathbf k}$, so each $\mathbf k\ne0$ contributes
$$\varepsilon_c|a_{\mathbf k}|^2+2\,\mathrm{Re}\,(a_{\mathbf k}^*\,\hat{\mathbf k}\cdot\mathbf P_{\mathbf k})
=\varepsilon_c\left|a_{\mathbf k}+\frac{\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}}{\varepsilon_c}\right|^2-\frac{|\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}|^2}{\varepsilon_c}.$$
The minimum is at $a_{\mathbf k}=-\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}/\varepsilon_c$, and there $G$ becomes
$$F[\mathbf P]=\varepsilon_c|\bar{\mathbf E}|^2+2\langle\mathbf P\rangle\cdot\bar{\mathbf E}-\left\langle\frac{|\mathbf P|^2}{\delta}\right\rangle-\frac1{\varepsilon_c}\sum_{\mathbf k\neq0}|\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}|^2. \tag{3}$$
$F$ bounds the energy from below for $\varepsilon_c=\varepsilon_p$ and from above for $\varepsilon_c=\varepsilon_s$.

Equality holds for $\mathbf P=\delta\mathbf E$ with the true $\mathbf E$. The square in (2) then vanishes. Moreover $\varepsilon_c\mathbf E+\mathbf P=\mathbf D$ has no divergence, which in Fourier form is the condition $\varepsilon_ca_{\mathbf k}+\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}=0$ of the minimum. This equality and both inequalities were tested on random structures with random trial polarizations.

## A uniform trial and the factor of three

Let $\varepsilon_2$ be the phase that is not the comparison medium, $f$ its volume fraction and $\chi$ its indicator, equal to 1 inside it and 0 outside. For $\bar{\mathbf E}=E_0\mathbf n$ with unit vector $\mathbf n$, take $\mathbf P=pE_0\chi\mathbf n$. The number $p$ has the dimension of a permittivity. Then
$$\frac{F}{E_0^2}=\varepsilon_c+2pf-\frac{p^2f}{\varepsilon_2-\varepsilon_c}-\frac{p^2}{\varepsilon_c}\,\mathbf n\cdot\mathbf A\mathbf n,\qquad \mathbf A=\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2\,\hat{\mathbf k}\hat{\mathbf k}. \tag{4}$$
The geometry enters through $\mathbf A$ alone. Each $\hat{\mathbf k}\hat{\mathbf k}$ has unit trace, so by Parseval's theorem and $\chi^2=\chi$,
$$\mathrm{tr}\,\mathbf A=\langle\chi^2\rangle-\langle\chi\rangle^2=f-f^2=f(1-f).$$

Now average (4) over three perpendicular directions $\mathbf n$. The energy becomes $\varepsilon^*\equiv\tfrac13\mathrm{tr}\,\boldsymbol\varepsilon^*$, and $\mathbf n\cdot\mathbf A\mathbf n$ becomes $f(1-f)/3$. If the effective tensor is isotropic, $\varepsilon^*$ is simply the permittivity. No statistical isotropy of the pores has been assumed. The bounding function is
$$Q(p)=\varepsilon_c+f(2p-Bp^2)=\varepsilon_c+\frac fB-fB\left(p-\frac1B\right)^2,\qquad B=\frac1{\varepsilon_2-\varepsilon_c}+\frac{1-f}{3\varepsilon_c}. \tag{5}$$

**Lower bound.** Set $\varepsilon_c=\varepsilon_p$, $\varepsilon_2=\varepsilon_s$, $f=1-\phi$. Then $B>0$, and $Q$ has a maximum at $p=1/B$. The best lower bound of this family is
$$L=\varepsilon_p+\frac{1-\phi}{\dfrac1{\varepsilon_s-\varepsilon_p}+\dfrac{\phi}{3\varepsilon_p}}. \tag{6}$$

**Upper bound.** Set $\varepsilon_c=\varepsilon_s$, $\varepsilon_2=\varepsilon_p$, $f=\phi$. Now $B=-1/\Delta+(1-\phi)/(3\varepsilon_s)$. Since $\Delta<\varepsilon_s$, the first term is larger in size than $1/\varepsilon_s$ and the second is smaller than $1/(3\varepsilon_s)$, so $B<0$. $Q$ has a minimum at $p=1/B$, and
$$U=\varepsilon_s+\frac{\phi}{\dfrac1{\varepsilon_p-\varepsilon_s}+\dfrac{1-\phi}{3\varepsilon_s}}. \tag{7}$$

Thus $L\le\varepsilon^*\le U$. Both expressions scale with the permittivities, so they may be evaluated with relative values. For 4, 1 and $\phi=0.5$,
$$\frac U{\varepsilon_0}=4+\frac{0.5}{-\frac13+\frac{0.5}{12}}=2.286,\qquad \frac L{\varepsilon_0}=1+\frac{0.5}{\frac13+\frac{0.5}{3}}=2.000 .$$

## How far apart the bounds are

Multiply numerator and denominator of the fractions in (6) and (7) by $\Delta$ and split off the arithmetic mean $\bar\varepsilon=\varepsilon_s-\phi\Delta=\varepsilon_p+(1-\phi)\Delta$:
$$U=\bar\varepsilon-\frac{\phi(1-\phi)\Delta^2}{3\varepsilon_s-(1-\phi)\Delta},\qquad
L=\bar\varepsilon-\frac{\phi(1-\phi)\Delta^2}{3\varepsilon_p+\phi\Delta}.$$
The first denominator exceeds the second by $3\Delta-\Delta=2\Delta$. Therefore
$$U-L=\frac{2\phi(1-\phi)\Delta^3}{(3\varepsilon_p+\phi\Delta)\,(3\varepsilon_s-(1-\phi)\Delta)}. \tag{8}$$
In the example this is $13.5/(4.5\times10.5)=0.286$ in units of $\varepsilon_0$. The gap is of third order in the contrast. For weak contrast, porosity therefore fixes the isotropic permittivity through second order, and pore shape matters from third order on.

The gap also closes at $\phi\to0$ and $\phi\to1$, but the slopes differ. To first order in $\phi$,
$$U\simeq\varepsilon_s-\phi\,\frac{3\varepsilon_s\Delta}{\varepsilon_p+2\varepsilon_s},\qquad L\simeq\varepsilon_s-\phi\,\frac{\Delta(\varepsilon_s+2\varepsilon_p)}{3\varepsilon_p}.$$
For relative permittivities 4 and 1 the slopes are $-4$ and $-6$. Even a small porosity can thus act with different strength, depending on the shape of the pores.

## The Maxwell-Garnett void model

Place one spherical void of radius $a$ in the solid, in a uniform field $E_0$. The potential is $-E_{\rm in}r\cos\theta$ inside and $-E_0(r-\beta a^3/r^2)\cos\theta$ outside. At $r=a$, continuity of the potential and of the normal component of $\mathbf D$ requires
$$E_{\rm in}=E_0(1-\beta),\qquad \varepsilon_pE_{\rm in}=\varepsilon_sE_0(1+2\beta).$$
Eliminating $E_{\rm in}$ gives $\varepsilon_p-\varepsilon_s=\beta(\varepsilon_p+2\varepsilon_s)$, so
$$\beta=\frac{\varepsilon_p-\varepsilon_s}{\varepsilon_p+2\varepsilon_s}<0 .$$

Consider next a large sphere of radius $R$ that contains $N$ such voids, with $Na^3=\phi R^3$. The model assumes that each void responds to the same field $E_0$ with the dipole just found. The far dipole term is then $N\beta a^3=\phi\beta R^3$. A homogeneous sphere of permittivity $\varepsilon_{\rm MG}$ would give $R^3(\varepsilon_{\rm MG}-\varepsilon_s)/(\varepsilon_{\rm MG}+2\varepsilon_s)$. Equating the two,
$$\frac{\varepsilon_{\rm MG}-\varepsilon_s}{\varepsilon_{\rm MG}+2\varepsilon_s}=\phi\,\frac{\varepsilon_p-\varepsilon_s}{\varepsilon_p+2\varepsilon_s}
\quad\Rightarrow\quad
\varepsilon_{\rm MG}=\varepsilon_s\frac{1+2\phi\beta}{1-\phi\beta}. \tag{9}$$

To compare with (7), subtract $\varepsilon_s$ and divide numerator and denominator by $3\varepsilon_s\beta$:
$$\varepsilon_{\rm MG}-\varepsilon_s=\frac{3\varepsilon_s\phi\beta}{1-\phi\beta}=\frac{\phi}{\dfrac1{3\varepsilon_s\beta}-\dfrac{\phi}{3\varepsilon_s}}.$$
Writing $\varepsilon_p+2\varepsilon_s=(\varepsilon_p-\varepsilon_s)+3\varepsilon_s$ in the definition of $\beta$ gives
$$\frac1{3\varepsilon_s\beta}=\frac1{3\varepsilon_s}+\frac1{\varepsilon_p-\varepsilon_s}.$$
The denominator becomes that of (7), and **$\varepsilon_{\rm MG}=U$**. In the example $\beta=-1/3$, and (9) gives $4\times(2/3)/(7/6)=2.286$.

Exchanging the phases and replacing $\phi$ by $1-\phi$ turns (7) into (6). The Maxwell-Garnett formula for solid grains in a void host is therefore the lower bound. What decides is which phase is the host.

## A structure that reaches the bound

The model rests on an approximation, so its agreement with $U$ does not yet show that a material can have this permittivity. Coated spheres show it. Take a void core of radius $a$ in a solid shell of outer radius $R$, with $a^3/R^3=\phi$, embedded in a medium of permittivity $\varepsilon_o$. The shell potential is $-C(r-\beta a^3/r^2)\cos\theta$, with the same $\beta$, since the conditions at $r=a$ are unchanged. Require that the outside field remain uniform and equal to $E_0$. At $r=R$,
$$C(1-\phi\beta)=E_0,\qquad \varepsilon_sC(1+2\phi\beta)=\varepsilon_oE_0 .$$
Division gives $\varepsilon_o=\varepsilon_s(1+2\phi\beta)/(1-\phi\beta)=U$. In a medium of permittivity $U$ the coated sphere leaves a uniform outside field undisturbed.

More spheres of the same proportions, of any size, can therefore be put into the remaining medium without disturbing one another. The mean field in each is $E_0$, fixed by its surface potential. The mean of $\mathbf D$ in each is $UE_0$, fixed by the flux through its surface. The composite keeps the permittivity $U$ while the volume fraction $\eta$ of leftover medium is made as small as desired.

Finally, replace the leftover medium by solid. This raises $\varepsilon$ there, so by (1) the effective permittivity cannot fall. With the old field as trial, whose value in the leftover is $E_0$, (1) also shows that it rises by at most $\eta(\varepsilon_s-U)$. As $\eta\to0$ the porosity tends to $\phi$ and the permittivity to $U$. No smaller upper bound can hold for all isotropic structures of this porosity.

The core field is $C(1-\beta)$. With $1-\phi\beta=(1-\beta)+(1-\phi)\beta$ and $\beta/(1-\beta)=(\varepsilon_p-\varepsilon_s)/(3\varepsilon_s)$,
$$\frac{E_{\rm pore}}{E_0}=\frac{1-\beta}{1-\phi\beta}=\frac1{1+(1-\phi)\dfrac{\varepsilon_p-\varepsilon_s}{3\varepsilon_s}} . \tag{10}$$
It is uniform and the same in every pore. Hence $\mathbf P=\delta\mathbf E$ has the form of the uniform trial, which is the equality condition found above. Solid cores with void shells attain $L$ in the same way.

The fields show why the two arrangements differ. From $\langle\mathbf D\rangle=\varepsilon_p\bar{\mathbf E}+\Delta\langle\chi_s\mathbf E\rangle$, where $\chi_s$ marks the solid, the permittivity grows with the mean field in the solid. By (10) the pore field at the upper bound is $1.143E_0$. The two halves of the volume must average to $E_0$, so the solid has $0.857E_0$ on average. At the lower bound the solid grains have $0.667E_0$. The solid thus has the smaller mean field, and polarizes less, when it is surrounded by void.

## Anisotropic films

In parallel layers with $\bar{\mathbf E}$ along them, $\mathbf E$ is the same in every layer and the permittivity is the arithmetic mean, $0.5\times4+0.5\times1=2.5$. Across the layers $\mathbf D$ is the same, and the harmonic mean applies, $1/(0.5/4+0.5/1)=1.6$. Both components lie outside the interval from 2.000 to 2.286. One third of the trace, $(2.5+2.5+1.6)/3=2.2$, lies inside, as the derivation demands.

The tensor $\mathbf A$ shows the origin of the difference. For the laminate its diagonal is $(0,0,0.25)$; for a structure with cubic symmetry and the same porosity it is $0.0833$ three times. The trace is the same. If pores are flattened or aligned, the capacitance between the facing sidewalls of neighbouring lines, without fringing fields, samples one component of the permittivity, and neither bound need hold for it.

## Where some geometries fall

Field solutions on a periodic grid give values for definite shapes with cubic symmetry, which makes the second-rank tensor isotropic. The skeleton and pore permittivities are again 4 and 1.

- **Open frame,** in which solid and void are both connected, $\phi=0.50$: 2.190, two thirds of the way from $L$ to $U$. The values for 16, 32 and 64 points per cell edge differ by about 0.0002.
- **Closed cubic voids,** $\phi=0.42$: 2.506, between bounds of 2.220 and 2.521.
- **Isolated solid cubes,** $\phi=0.58$: 1.820, between bounds of 1.802 and 2.061.

The last two were solved on one grid, of 32 points per edge, so their discretization error has not been measured. Relative to the grid values, the void formula is too high by 0.6 % for the closed voids, 4 % for the frame and 13 % for the isolated cubes. The cubes are a limiting case, not a self-supporting film. In these examples the formula is close when the solid encloses the pores and poor when the void encloses the solid. Four random structures without cubic symmetry, three of them smoothed by different amounts along different axes, also obeyed the trace bounds. Their skeleton permittivities were 4 and 20.

## Porosity from a measured permittivity

Equation (9) increases with $\phi\beta$, its derivative being $3\varepsilon_s/(1-\phi\beta)^2$, and $\beta<0$. Hence $U$ falls as $\phi$ grows. For $L$ the corresponding variable is $(1-\phi)\Delta/(\varepsilon_s+2\varepsilon_p)$, which also falls with $\phi$. A known $\varepsilon^*\le U(\phi)$ therefore sets a largest porosity, and $\varepsilon^*\ge L(\phi)$ a smallest one. Solving the two Maxwell-Garnett relations for $\phi$,
$$\phi_{\max}=\frac{\varepsilon_s-\varepsilon^*}{\varepsilon^*+2\varepsilon_s}\,\frac{\varepsilon_p+2\varepsilon_s}{\varepsilon_s-\varepsilon_p},\qquad
\phi_{\min}=1-\frac{\varepsilon^*-\varepsilon_p}{\varepsilon^*+2\varepsilon_p}\,\frac{\varepsilon_s+2\varepsilon_p}{\varepsilon_s-\varepsilon_p}.$$
For a film of relative permittivity 2.5 on the same skeleton,
$$\phi_{\max}=\frac{1.5}{10.5}\times\frac93=0.43,\qquad \phi_{\min}=1-\frac{1.5}{4.5}\times\frac63=0.33 .$$
The void model gives the upper end. For an isotropic film, a porosity obtained from it is the largest one compatible with the data, not a central estimate. A capacitor measurement gives one component of the tensor, and for an anisotropic film the interval need not hold: pores aligned with the field reach 2.5 at $\phi=0.5$ (arithmetic mean), and layers across it at $\phi=0.2$ (harmonic mean).

## Capacitance between two lines

Treat the facing sidewalls of two lines as parallel plates of height $h=40$ nm and spacing $s=20$ nm, and omit fringing fields. The capacitance per length is $C'=\varepsilon^*h/s$. With the dense skeleton it is 70.8 pF/m. At porosity 0.5,
$$C'_U=2.286\,\varepsilon_0\times2=40.5\ \text{pF/m},\qquad C'_L=2.000\,\varepsilon_0\times2=35.4\ \text{pF/m}.$$
The upper value exceeds the lower by 14 %. That is the uncertainty left by unknown pore geometry in the sidewall term for an isotropic film. At $h/s=2$ the omitted fringing capacitance is not small. Where it runs through other dielectrics above and below the lines, the total capacitance is larger and its relative spread is smaller than 14 %. The void model gives the pessimistic end: within the stated assumptions, no isotropic film with this skeleton and porosity has a larger capacitance.

## When the identification changes or fails

If the pores fill with a substance of higher permittivity than the skeleton, the solid host becomes the phase of lower permittivity. In (5), $\varepsilon_c=\varepsilon_s$ then gives $\delta\ge0$ and $B>0$, so the same void formula becomes the lower bound and underestimates the capacitance.

The value of $\varepsilon_s$ must be that of the skeleton as it exists in the porous film. If processing alters it, the bounds move with it. A damaged layer on the pore walls is a third phase, which (6) and (7) do not contain. With appreciable loss the permittivity is complex and the energy minimum (1) is not available in this form. When the pores are not small compared with the line spacing, the film between the lines has no single effective permittivity, and the field must be solved for the actual geometry; $U$ then need not limit the capacitance.

The main computed values are listed in the numerical output below; the remaining numbers follow from them or from the formulas by simple arithmetic.

## Calculated quantities

```
skeleton relative permittivity: 4.0
pore relative permittivity: 1.0
porosity: 0.50
upper bound, relative permittivity: 2.2857
lower bound, relative permittivity: 2.0000
Maxwell-Garnett, voids in solid: 2.2857
Maxwell-Garnett, grains in void: 2.0000
neutral sphere, void core: 2.2857
neutral sphere, solid core: 2.0000
pore field / mean field at upper bound: 1.1429
grain field / mean field at lower bound: 0.6667
arithmetic mean permittivity: 2.5000
harmonic mean permittivity: 1.6000
laminate along layers, grid: 2.5000
laminate across layers, grid: 1.6000
laminate, third of trace: 2.2000
laminate spectral weights x, y, z: 0.0000 0.0000 0.2500
frame spectral weights x, y, z: 0.0833 0.0833 0.0833
open frame, 16 points per edge: 2.1900
open frame, 32 points per edge: 2.1902
open frame, 64 points per edge: 2.1902
open frame, position (0 lower, 1 upper): 0.67
closed cubic voids, porosity: 0.4219
closed cubic voids, lower and upper bound: 2.2198 2.5205
closed cubic voids, grid value: 2.5055
closed cubic voids, position: 0.95
isolated solid cubes, porosity: 0.5781
isolated solid cubes, lower and upper bound: 1.8020 2.0611
isolated solid cubes, grid value: 1.8199
isolated solid cubes, position: 0.07
random anisotropic structures tested: 4
film relative permittivity for inversion: 2.5
smallest compatible porosity: 0.3333
largest compatible porosity (Maxwell-Garnett): 0.4286
line height: 40 nm
line spacing: 20 nm
sidewall capacitance, dense skeleton: 70.83 pF/m
sidewall capacitance, upper bound: 40.48 pF/m
sidewall capacitance, lower bound: 35.42 pF/m
```
